# Oxide stability under oxygen gas: grand-potential hulls and Ellingham lines

Two metals A and B are held at temperature $T$ in contact with a large amount of pure O$_2$ gas at pressure $p$. The metals cannot leave the solid, but oxygen passes freely between solid and gas. We want to know which solids are present at equilibrium.

A formula unit of solid $j$ contains $N_{A,j}$, $N_{B,j}$ and $N_{O,j}$ atoms and has Gibbs energy $G_j(T)$. We write $M_j=N_{A,j}+N_{B,j}$ for its number of metal atoms and $x_j=N_{B,j}/M_j$ for its metal fraction. The solids have fixed compositions, and interface energies are neglected. So is the term $pV$ of the solids: for a volume of 20 Å$^3$ at 1 bar it is $1.2\times10^{-5}$ eV.

The numerical example uses a model with round parameters, which stands for no particular material. Here $E_j$ is the formation energy at $T=0$, zero-point energies included, from the metals A and B and O$_2$ gas. Each atom contributes three vibrations of Einstein temperature $\theta_j$.

| solid | $E_j$ (eV per formula unit) | $\theta_j$ (K) |
|---|---|---|
| A | 0 | 300 |
| B | 0 | 250 |
| AB | −0.20 | 280 |
| AO | −2.50 | 450 |
| A$_2$O$_3$ | −6.70 | 500 |
| BO | −1.20 | 400 |
| ABO$_2$ | −4.10 | 450 |

The zero-point energy is already in $E_j$, so an oscillator adds only $kT\ln(1-e^{-\theta_j/T})$. With $n_j^{\rm at}$ atoms per formula unit,

$$G_j(T)=E_j+3n_j^{\rm at}\,kT\ln\!\left(1-e^{-\theta_j/T}\right).$$

## (a) Which function must be minimized?

**Show that the equilibrium solids follow from a convex hull over the metal fraction, and find the quantity to be plotted.**

Let $n_j\ge 0$ be the number of formula units of solid $j$. One O$_2$ molecule supplies two atoms, so the chemical potential per oxygen atom is $\mu_O=\tfrac12\mu_{O_2}(T,p)$. The Gibbs energy of a pure gas at fixed $T$ and $p$ is its number of atoms times $\mu_O$. If solid and gas together hold $N_O^{\rm tot}$ oxygen atoms, then

$$G_{\rm tot}=\sum_j n_jG_j+\mu_O\Big(N_O^{\rm tot}-\sum_j n_jN_{O,j}\Big)
=\mu_ON_O^{\rm tot}+\sum_j n_j\,(G_j-\mu_ON_{O,j}).$$

The first term on the right is constant, so the last sum must be minimized. The metal contents are fixed:

$$\sum_j n_jM_j=M,\qquad \sum_j n_jN_{B,j}=xM.$$

Let $w_j=n_jM_j/M$ be the share of all metal atoms that sits in solid $j$. Since $N_{B,j}=x_jM_j$, the constraints become $\sum_jw_j=1$ and $\sum_jw_jx_j=x$. Dividing the sum by $M$ gives

$$\phi(x,\mu_O)=\min_{w_j\ge0}\sum_jw_j\phi_j,\qquad
\boxed{\phi_j=\frac{G_j-\mu_ON_{O,j}}{N_{A,j}+N_{B,j}}}.$$

The averages $(\sum_jw_jx_j,\sum_jw_j\phi_j)$ fill the convex hull of the points $(x_j,\phi_j)$, and the minimum at given $x$ is its lower edge. A vertex is a stable single solid. Between neighbouring vertices the two solids coexist, in shares given by the lever rule.

The divisor must count metal atoms only, because $w_j$ is a share of the conserved metal. Part (d) shows what happens if oxygen is counted too.

## (b) How does the hull change with $\mu_O$?

**Relate $\phi$ to the hull of a system closed to oxygen. Show that the oxygen content cannot fall as $\mu_O$ rises, and find where one set of solids replaces another.**

Let $y$ be the number of oxygen atoms per metal atom in the solid, and let $g(x,y)$ be the lowest Gibbs energy per metal atom of any mixture of solids with given $x$ and $y$. The minimization in (a) can be done in two stages, first at fixed $y$ and then over $y$:

$$\phi(x,\mu)=\min_y\,[g(x,y)-\mu y].$$

This is a Legendre transform in the oxygen content alone. If $y$ is the minimizing content at $\mu$, it is still an allowed trial value at $\mu+\delta$, so

$$\phi(x,\mu+\delta)\le g(x,y)-(\mu+\delta)y=\phi(x,\mu)-\delta y.$$

Dividing by $\delta>0$ bounds the difference quotient from above by $-y$. Dividing by $\delta<0$ reverses the inequality and bounds it from below. Where the derivative exists, therefore, $\partial\phi/\partial\mu=-y$.

Now take $\mu_1<\mu_2$, with minimizing contents $y_1,y_2$ and energies $g_1,g_2$. Each is at least as good as the other at its own potential:

$$g_1-\mu_1y_1\le g_2-\mu_1y_2,\qquad g_2-\mu_2y_2\le g_1-\mu_2y_1.$$

Adding the two and cancelling $g_1+g_2$ leaves $(\mu_2-\mu_1)(y_2-y_1)\ge0$. The oxygen content stays the same or rises.

Two neighbouring sets of solids, 1 and 2, exchange stability when $g_1-\mu^*y_1=g_2-\mu^*y_2$, that is, at

$$\mu^*=\frac{g_2-g_1}{y_2-y_1}.$$

This is the change in the Gibbs energy of the solids per oxygen atom taken up.

## (c) What is $\mu_O$ at given $T$ and $p$?

**Derive the chemical potential of O$_2$ as an ideal gas, with the non-rotating molecule in its lowest vibrational level as the zero of energy.**

For $N$ independent, indistinguishable molecules with single-molecule partition function $q$, the Helmholtz energy is $F=-kT\ln(q^N/N!)$. Stirling's formula gives $\partial\ln N!/\partial N\simeq\ln N$, so

$$\mu_{O_2}=\left(\frac{\partial F}{\partial N}\right)_{T,V}=-kT\ln\frac qN .$$

The function $q$ is a product of four factors.

*Translation.* In a box of edge $L$ the levels for one direction are $n^2h^2/8mL^2$, where $m$ is the molecular mass. They lie so close together that the sum becomes a Gaussian integral:

$$\int_0^\infty e^{-n^2h^2/8mL^2kT}\,dn=\frac12\sqrt{\frac{8\pi mL^2kT}{h^2}}=\frac{L\sqrt{2\pi mkT}}{h}.$$

Three directions give $V(2\pi mkT/h^2)^{3/2}$.

*Rotation.* The nuclei of $^{16}$O are bosons without spin, so the total wavefunction must be symmetric when they are exchanged. The electronic ground state $^3\Sigma_g^-$ is antisymmetric under this exchange, so the rotational quantum number $J$ must be odd. Let $I$ be the moment of inertia, $\theta_r=\hbar^2/2Ik$ and $a=\theta_r/T$. Level $J$ has energy $k\theta_rJ(J+1)$ and degeneracy $2J+1$. The energies are thus counted from $J=0$, the zero to which the $E_j$ also refer, and the lowest allowed level $J=1$ lies $2k\theta_r$ above it. With $u=J+\tfrac12$ the terms $(2J+1)e^{-aJ(J+1)}$ are $f(u)=2u\,e^{-a(u^2-1/4)}$ at $u=\tfrac32,\tfrac72,\dots$, the midpoints of cells of width 2 that start at $u=\tfrac12$. The midpoint rule with its first end correction gives

$$2\sum f\simeq\int_{1/2}^\infty f\,du+\frac{2^2}{24}f'(\tfrac12)\simeq\frac1a+\frac13,
\qquad \sum f\simeq\frac{T}{2\theta_r}+\frac16 .$$

We keep the first term. The second multiplies it by $1+\theta_r/3T$ and so changes $\mu_{O_2}$ by about $-k\theta_r/3$, which is −0.06 meV.

*Vibration.* With $\theta_v=\hbar\omega/k$ and energies counted from the lowest level, the harmonic ladder sums to $1/(1-e^{-\theta_v/T})$.

*Electrons.* The spin triplet gives a factor 3. Its small splitting and the excited electronic states are neglected, which requires $kT$ to be large compared with the former and small compared with the latter.

The ideal-gas law gives $V/N=kT/p$. Writing $kT/p=(kT/p^\circ)(p^\circ/p)$ with $p^\circ=1$ bar separates the pressure:

$$\mu_{O_2}=\mu^\circ(T)+kT\ln\frac p{p^\circ},\qquad \mu^\circ=-kT\ln z,$$

$$z=3\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{kT}{p^\circ}\,\frac{T}{2\theta_r}\,\frac1{1-e^{-\theta_v/T}} .$$

The molecular constants were computed with the PBE functional in the def2-TZVP basis. A quartic through the energies at five bond lengths, 0.03 Å apart, has its minimum at 1.219 Å and a curvature that corresponds to 1556 cm$^{-1}$. Hence $\theta_r=2.04$ K and $\theta_v=2240$ K. These constants belong to this functional and basis. The measured ones (rotational constant 1.438 cm$^{-1}$, harmonic wavenumber 1580 cm$^{-1}$) would raise the values below by about 0.2, 0.8 and 1.2 meV, so the last digit is uncertain at the higher temperatures. The value per atom, $\tfrac12\mu^\circ$, is then −0.274 eV at 300 K, −1.100 eV at 1000 K and −1.751 eV at 1500 K. Heating the gas at fixed pressure makes oxygen less willing to enter a solid.

## (d) Which solids are stable at 1000 K and $10^{-4}$ bar?

**Construct the hull for the model, and decide whether metal B survives.**

At 1000 K, $kT=0.08617$ eV. The factor $\tfrac12$ per atom also applies to the pressure term:

$$\mu_O=-1.100+\tfrac12(0.08617)\ln10^{-4}=-1.100-0.397=-1.497\ \text{eV}.$$

For ABO$_2$, with two metal and two oxygen atoms,

$$\phi=\frac{-5.150+2(1.497)}2=-1.078\ \text{eV}.$$

The other solids follow in the same way. The last two columns are in eV per metal atom.

| solid | $x$ | $G$ (eV per formula unit) | $\phi$ | height above hull |
|---|---|---|---|---|
| A | 0 | −0.349 | −0.349 | 1.359 |
| AO | 0 | −3.025 | −1.528 | 0.180 |
| A$_2$O$_3$ | 0 | −7.906 | −1.708 | 0 |
| AB | ½ | −0.929 | −0.464 | 0.614 |
| ABO$_2$ | ½ | −5.150 | −1.078 | 0 |
| B | 1 | −0.390 | −0.390 | 0 |
| BO | 1 | −1.774 | −0.277 | 0.113 |

At $x=\tfrac12$ the line joining A$_2$O$_3$ and B has the height $(-1.708-0.390)/2=-1.049$ eV. ABO$_2$ lies 0.029 eV below it and is a vertex. The stable solids are A$_2$O$_3$, ABO$_2$ and B.

Pure B therefore stays metallic, since BO lies above it. In contact with A$_2$O$_3$, however, B is consumed by

$$\tfrac12\text{A}_2\text{O}_3+\text{B}+\tfrac14\text{O}_2\to\text{ABO}_2 .$$

The table shows the balance for one A and one B atom. The step AO + BO → ABO$_2$ exchanges no oxygen and gains $2(1.078)-1.528-0.277=0.351$ eV. This pays for reducing ½A$_2$O$_3$ to AO (0.180 eV) and for oxidizing B to BO (0.113 eV), which B alone would not undergo, and leaves 0.058 eV. B metal survives at equilibrium if B makes up more than half of the metal atoms.

*The wrong divisor.* Take $\mu_O=-1.10$ eV, which is 1 bar at this temperature. Per metal atom, ABO$_2$ has $\phi=-1.475$ eV, while the mean of A$_2$O$_3$ (−2.303 eV) and BO (−0.674 eV) is −1.488 eV. The mixed oxide is unstable. If each $G_j-\mu_ON_{O,j}$ is divided by all atoms, the values are −0.737 eV for ABO$_2$, −0.921 eV for A$_2$O$_3$ and −0.337 eV for BO. The mean of the last two is −0.629 eV, above ABO$_2$. With this divisor the lowest end points even become AO (−0.962 eV) and B (−0.390 eV). Their mean, −0.676 eV, is also above ABO$_2$, which therefore wrongly appears stable.

## (e) What happens at $x=\tfrac12$ as the pressure rises?

**Find the sequence of solids at 1000 K and the switching pressures.**

The hull was computed for $\mu_O$ between −3.0 and −0.8 eV in steps of 0.01 eV. This gives the order of the solids, and the formula of (b) then gives each $\mu^*$. For one A and one B atom:

- AB → AO + B takes up one oxygen atom: $\mu^*=-3.025-0.390+0.929=-2.486$ eV.
- AO + B → ½A$_2$O$_3$ + B takes up half an atom: $\mu^*=(-3.953+3.025)/\tfrac12=-1.856$ eV.
- ½A$_2$O$_3$ + B → ABO$_2$ takes up half an atom: $\mu^*=(-5.150+3.953+0.390)/\tfrac12=-1.614$ eV.
- ABO$_2$ → ½A$_2$O$_3$ + BO takes up half an atom: $\mu^*=(-3.953-1.774+5.150)/\tfrac12=-1.154$ eV.

Setting $2\mu^*=\mu^\circ+kT\ln(p^*/p^\circ)$ gives

$$p^*=p^\circ\exp\frac{2\mu^*-\mu^\circ}{kT},$$

and the four pressures are $1.1\times10^{-14}$, $2.4\times10^{-8}$, $6.6\times10^{-6}$ and 0.29 bar. The oxygen content per metal atom runs through 0, 0.5, 0.75, 1 and 1.25, rising at each step as (b) requires. The mixed oxide has an upper limit as well as a lower one, because a pair of simple oxides holds more oxygen.

## (f) Where is the Ellingham line on the hull?

**For one metal M and its oxide M$_a$O$_b$, express the switching pressure through the standard reaction energy per mole of O$_2$. When is the result an equilibrium line?**

With a single metal the hull shrinks to one value of $x$, and the solid with the lowest $\phi_j$ is stable. Metal and oxide are level when

$$G_M=\frac{G_{ox}-\mu^*b}{a}\quad\Longrightarrow\quad\mu^*=\frac{G_{ox}-aG_M}{b}.$$

Inserting $2\mu^*=\mu^\circ+kT\ln(p^*/p^\circ)$ gives

$$\boxed{kT\ln\frac{p^*}{p^\circ}=\frac2b\,(G_{ox}-aG_M)-\mu^\circ(T)\equiv\Delta G^\circ(T)} .$$

The right-hand side is the standard Gibbs energy of

$$\frac{2a}{b}\,\text{M}+\text{O}_2\to\frac2b\,\text{M}_a\text{O}_b .$$

Its plot against $T$ is the Ellingham line, which is thus the path of the metal–oxide switch on the grand-potential hull. Where $kT\ln(p/p^\circ)$ lies above the line the oxide is the more stable of the two, and below it the metal is.

For A and AO at 1000 K,

$$\Delta G^\circ=2(-3.025+0.349)+2.200=-3.152\ \text{eV},$$

or −304 kJ per mole of O$_2$. Over a range of temperatures:

| $T$ (K) | $\Delta G^\circ$ (eV per O$_2$) | $\log_{10}(p^*/\text{bar})$ |
|---|---|---|
| 600 | −3.884 | −32.6 |
| 800 | −3.514 | −22.1 |
| 1000 | −3.152 | −15.9 |
| 1200 | −2.795 | −11.7 |
| 1400 | −2.443 | −8.8 |

The line describes equilibrium only if no third solid is lower at the switch. For A and A$_2$O$_3$ at 1000 K the formula gives $\Delta G^\circ=-2.605$ eV, hence $\mu^*=(-2.605-2.200)/2=-2.4025$ eV. At this potential AO has $\phi=-3.0248+2.4025=-0.622$ eV, below the −0.349 eV shared by the other two. The A/A$_2$O$_3$ line is metastable there. The equilibrium lines join solids that are neighbours on the closed hull $g(y)$, here A/AO and AO/A$_2$O$_3$.

## (g) How straight is the line?

**Find the slope, the meaning of the intercept, and the cause of the curvature.**

At fixed pressure $dG/dT=-S$ for each substance, so

$$\frac{d\Delta G^\circ}{dT}=s^\circ_{O_2}-\frac2b\,(S_{ox}-aS_M)=-\Delta S^\circ .$$

The gas entropy follows from $\mu^\circ=-kT\ln z$. The power of $T$ in $z$ is $\tfrac32+1+1=\tfrac72$, and the vibrational factor adds the last term:

$$s^\circ_{O_2}=-\frac{d\mu^\circ}{dT}=k\left[\ln z+\frac72+\frac{\theta_v/T}{e^{\theta_v/T}-1}\right].$$

For A/AO at 1000 K the gas contributes 2.525 meV/K and the solids take away 0.727 meV/K, which leaves a slope of 1.798 meV/K per O$_2$. The line rises because the reaction removes a gas.

The tangent at $T$ meets the axis $T=0$ at $\Delta G^\circ+T\Delta S^\circ=\Delta H^\circ(T)$. Here this is $-3.1517-1.7975=-4.949$ eV per O$_2$, close to the reaction energy at $T=0$, $2(-2.50)=-5.00$ eV. The difference is the integral of the reaction heat capacity $\Delta C_p^\circ$ from 0 to 1000 K, less the energy $2k\theta_r=0.35$ meV of the lowest rotational level, which the gas keeps at $T=0$.

A second derivative gives the curvature:

$$\frac{d^2\Delta G^\circ}{dT^2}=-\frac{d\Delta S^\circ}{dT}=-\frac{\Delta C_p^\circ}{T}.$$

In the classical limit of the model, the two oxygen atoms bound per O$_2$ add $6k$ to the heat capacity of the solids. The lost molecule had at most $\tfrac92k$. Hence $\Delta C_p^\circ>0$ at high temperature, about $1.6k$ to $1.7k$ between 600 and 1400 K, and the line bends downwards there. The table agrees: the mean slope is 1.85 meV/K between 600 and 800 K and 1.76 meV/K between 1200 and 1400 K. On cooling, the vibrations of the solids gradually lose heat capacity while the gas keeps about $\tfrac72k$. Near 225 K the net share of the solids drops below that of the gas, so $\Delta C_p^\circ$ turns negative and the curvature changes sign. A least-squares straight line over 600–1400 K misses the curve by at most 9 meV, while $\Delta G^\circ$ changes by 1.44 eV.

The model has no melting. If the metal melted, $S_M$ would jump by the entropy of melting $\Delta S_m$, and the slope would rise by $(2a/b)\Delta S_m$. The line itself would stay continuous.

## (h) What does a second metal do to the lines?

**Compare the oxidation of A in AB with that of pure A, and the oxidation of B with and without A$_2$O$_3$. At what temperature does BO decompose in 0.2 bar of O$_2$?**

Let $\Delta G_f=G_{AB}-G_A-G_B$. For AB + ½O$_2$ → AO + B,

$$\mu^*=G_{AO}+G_B-G_{AB}=(G_{AO}-G_A)-\Delta G_f .$$

The bracket is the value for pure A, so the threshold moves by $-2\Delta G_f$ per O$_2$. At 1000 K, $\Delta G_f=-0.190$ eV and the shift is +0.380 eV. The pressure needed grows by $e^{0.380/0.08617}\approx80$: binding in the alloy protects A.

A mixed oxide acts in the opposite direction. For B/BO at 1000 K, $\Delta G^\circ=-0.57$ eV and $p^*=1.4\times10^{-3}$ bar. Next to A$_2$O$_3$, B is already consumed at $6.6\times10^{-6}$ bar, about 200 times lower. The Ellingham line of a pure metal therefore does not settle the fate of that metal beside another oxide.

BO decomposes where its line crosses that of the imposed pressure, $\Delta G^\circ(T)=kT\ln0.2$. Solving this numerically gives 1226 K. Above this temperature pure BO gives off O$_2$ and leaves B.

All these results concern equilibrium. A slow reaction or a protective oxide layer can preserve a solid that lies above the hull. If an oxide has a range of compositions, its single point must be replaced by a curve $G(y)$, and its oxygen content then varies continuously between the switches.
